# Why two loops dominate QED's thermal magnetic Lagrangian at low temperature

## What goes wrong at one loop

Suppose the magnetic response of a hot, nearly electron-free region is computed from the one-loop effective Lagrangian of QED at a temperature of 10 keV. The thermal correction then comes out too small by more than thirteen orders of magnitude. One might stop at one loop because each further loop costs a factor \(\alpha\). That reasoning fails here because there is a second small parameter, \(T/m\), on which the two orders depend very differently. The one-loop term needs real electrons or positrons and carries \(e^{-m/T}\). The two-loop term needs only real photons, which have no mass gap, and carries \((T/m)^4\).

I use \(\hbar=c=k_B=1\) and \(e^2=4\pi\alpha\), so a magnetic field has energy density \(B^2/2\). The electron mass is \(m\), the field is constant, and the electron-positron chemical potential is zero until the last section. The effective Lagrangian \(\mathcal L\) is minus the free energy density. Its thermal, field-dependent parts at order \(B^2\) are

\[
\mathcal L_1=\frac{2\alpha}{3\pi}B^2\sum_{j\ge1}(-1)^{j+1}K_0\!\left(\frac{jm}{T}\right),\qquad
\mathcal L_2=\frac{22\pi^2\alpha^2}{2025}\,\frac{T^4}{m^4}\,B^2 ,
\]

where \(K_0\) is a modified Bessel function. \(\mathcal L_1\) is the heated electron loop. \(\mathcal L_2\) is the two-loop diagram in which the photon is thermal and the electrons are virtual. "Dominate" refers to this thermal, field-dependent part. The zero-temperature nonlinear term can be larger, and the pressure of free photons does not depend on \(B\).

## The vacuum response that photons feel

Thermal photons notice the background field through the vacuum Euler-Heisenberg Lagrangian, so its lowest coefficients are needed first.

Integrating out the electron in Euclidean space gives the determinant of \(\gamma\cdot D+m\). The nonzero eigenvalues of \(\gamma\cdot D\) come in pairs \(\pm i\lambda\), so the determinant is the square root of \(\det[-(\gamma\cdot D)^2+m^2]\). Writing the logarithm as an integral over proper time \(s\), up to a field-independent constant, gives

\[
\mathcal L=-\frac{1}{2V_4}\int_0^\infty\frac{ds}{s}\,e^{-m^2s}\,\mathrm{Tr}\,e^{s(\gamma\cdot D)^2},
\]

with \(V_4\) the Euclidean volume. Put a field \(B_1\) in the (1,2) plane and \(B_2\) in the (3,4) plane. In each plane the operator \(-(\gamma\cdot D)^2\) has the Landau eigenvalues \((2n+1)eB_i-\sigma_i eB_i\), with \(eB_i/2\pi\) states per unit area. The four spinor components supply each combination \(\sigma_1=\pm1\), \(\sigma_2=\pm1\) once. One plane therefore contributes

\[
\frac{eB_i}{2\pi}\,2\cosh(eB_is)\sum_{n\ge0}e^{-(2n+1)eB_is}
=\frac{eB_i}{2\pi}\coth(eB_is),
\]

because the sum equals \(1/[2\sinh(eB_is)]\). With \(x=eB_1s\) and \(y=eB_2s\),

\[
\mathcal L=-\frac{1}{8\pi^2}\int_0^\infty\frac{ds}{s^3}\,e^{-m^2s}\,(x\coth x)(y\coth y).
\]

Now use \(x\coth x=1+x^2/3-x^4/45+\dots\). The product is

\[
1+\frac{x^2+y^2}{3}-\frac{x^4+y^4}{45}+\frac{x^2y^2}{9}+\dots
\]

The first term is vacuum energy. The second has the form of the Maxwell Lagrangian and is absorbed in the renormalized charge and field. In the fourth-order terms \(\int_0^\infty s\,e^{-m^2s}ds=1/m^4\) and \(e^4/8\pi^2=2\alpha^2\), so

\[
\mathcal L^{(4)}=\frac{2\alpha^2}{m^4}\left[\frac{B_1^4+B_2^4}{45}-\frac{B_1^2B_2^2}{9}\right].
\]

The second plane contains Euclidean time. Returning to real time replaces \(B_2^2\) by \(-E^2\), with \(\mathbf E\) parallel to \(\mathbf B\):

\[
\mathcal L^{(4)}=\frac{2\alpha^2}{m^4}\left[\frac{B^4+E^4}{45}+\frac{B^2E^2}{9}\right].
\]

Lorentz invariance and parity allow two fourth-order terms for constant fields, built from \(\mathcal F=(B^2-E^2)/2\) and \(\mathcal G=\mathbf E\cdot\mathbf B\):

\[
\mathcal L=-\mathcal F+c_1\mathcal F^2+c_2\mathcal G^2 .
\]

Matching \(B^4\) gives \(c_1/4=2\alpha^2/45m^4\). Matching \(B^2E^2\) gives \(c_2-c_1/2=10\alpha^2/45m^4\). Hence

\[
c_1=\frac{8\alpha^2}{45m^4},\qquad c_2=\frac{14\alpha^2}{45m^4}.
\]

The powers of \(1/m\) record that the electrons are virtual. No temperature has entered yet.

## Heating the electron loop

At temperature \(T\), Euclidean time is a circle of length \(1/T\), and the electron field changes sign around it. A closed electron path may wind \(j\) times. For a purely magnetic field, motion along the circle is free, so winding multiplies the proper-time integrand by \((-1)^je^{-j^2/(4sT^2)}\). The term \(j=0\) is the vacuum result. Adding both directions of winding gives the thermal part

\[
\mathcal L_{1,\rm full}=-\frac{1}{8\pi^2}\int_0^\infty\frac{ds}{s^3}\,e^{-m^2s}\,x\coth x\;
2\sum_{j\ge1}(-1)^je^{-j^2/(4sT^2)} .
\]

The suppression is visible in the exponent. The arithmetic mean is at least the geometric mean, so

\[
m^2s+\frac{j^2}{4sT^2}\ge\frac{jm}{T},
\]

with equality at \(s=j/(2mT)\). A short path cannot get around the circle, and a long one pays for the electron mass.

To obtain the \(B^2\) part, keep \(x^2/3=e^2B^2s^2/3\) and use

\[
\int_0^\infty\frac{ds}{s}\,e^{-m^2s-j^2/(4sT^2)}=2K_0(jm/T).
\]

The prefactor is \(-(1/8\pi^2)(e^2B^2/3)(2)(2)=-e^2B^2/6\pi^2\). The minus sign turns \((-1)^j\) into \((-1)^{j+1}\), and \(e^2/6\pi^2=2\alpha/3\pi\). This is \(\mathcal L_1\). For \(T\ll m\) the term \(j=1\) is the largest, and \(K_0(z)\approx\sqrt{\pi/2z}\,e^{-z}\) gives

\[
\mathcal L_1\approx\frac{2\alpha}{3\pi}B^2\sqrt{\frac{\pi T}{2m}}\;e^{-m/T}.
\]

At the dominant proper time \(x=eB/(2mT)\), so the expansion in \(B^2\) requires \(eB\ll mT\). This is stricter than \(eB\ll m^2\) when \(T\ll m\).

### Strong fields do not remove the exponential

The electron energies in the field are \(\varepsilon_n=\sqrt{m^2+p^2+2neB}\), where \(p\) is the momentum along \(\mathbf B\). At this order the lowest level starts at \(m\) whatever the field. If \(\sqrt{m^2+2eB}-m\gg T\), that level alone matters. If also \(T\ll m\), so that Boltzmann factors suffice, electrons and positrons together give

\[
\mathcal L_{1,\rm full}\approx2T\,\frac{eB}{2\pi}\int_{-\infty}^{\infty}\frac{dp}{2\pi}\,e^{-\sqrt{m^2+p^2}/T}
=\frac{eB\,mT}{\pi^2}K_1\!\left(\frac mT\right).
\]

The integral over \(p\) equals \(2mK_1(m/T)\), which again falls as \(e^{-m/T}\). The field increases the number of states but does not lower the gap. At \(eB=m^2\) and \(T=0.02m\) the formula gives \(7.0\times10^{-26}m^4\). This is the whole thermal electron term, including its field-independent part.

## Heating the photon instead

Add to the background a photon with fields \(\mathbf e\) and \(\mathbf b\). The invariants become

\[
\mathcal F=\tfrac12B^2+\mathbf B\cdot\mathbf b+\tfrac12(b^2-e^2),\qquad
\mathcal G=\mathbf B\cdot\mathbf e+\mathbf e\cdot\mathbf b .
\]

The part of \(c_1\mathcal F^2+c_2\mathcal G^2\) that is quadratic in both the photon and the background is

\[
\delta\mathcal L=c_1\left[(\mathbf B\cdot\mathbf b)^2+\tfrac12B^2(b^2-e^2)\right]+c_2(\mathbf B\cdot\mathbf e)^2 .
\]

To first order, a small change of a Lagrangian changes the Hamiltonian by the opposite amount at fixed coordinates and momenta. The accompanying change of the velocities cancels because \(p=\partial L/\partial\dot q\). The photon energy therefore shifts by minus the average of \(\delta\mathcal L\) over the volume.

One photon of frequency \(\omega\) in volume \(V\) adds \(\langle e^2\rangle=\langle b^2\rangle=\omega/V\) to the vacuum fluctuations, since its energy density is half their sum. The term with \(b^2-e^2\) then averages to zero. Let \(\theta\) be the angle between the wave vector \(\mathbf k\) and \(\mathbf B\). If \(\mathbf b\) lies in the plane of \(\mathbf k\) and \(\mathbf B\), then \(\mathbf B\cdot\mathbf e=0\) and \((\mathbf B\cdot\mathbf b)^2=B^2b^2\sin^2\theta\). For the other polarization \(\mathbf e\) and \(\mathbf b\) exchange roles. At fixed \(\mathbf k\),

\[
\frac{\delta\omega_1}{\omega}=-c_1B^2\sin^2\theta,\qquad
\frac{\delta\omega_2}{\omega}=-c_2B^2\sin^2\theta .
\]

The difference between the two shifts is vacuum birefringence. A photon mode has free energy \(T\ln(1-e^{-\omega/T})\), whose derivative with respect to \(\omega\) is the Bose occupation \(n_B(\omega)\). The change in free energy density is

\[
\delta\Omega=-(c_1+c_2)B^2\int\frac{d^3k}{(2\pi)^3}\,\omega\,n_B(\omega)\sin^2\theta .
\]

Without the angular factor, the integral is the thermal energy density of one polarization:

\[
\frac{1}{2\pi^2}\int_0^\infty\frac{k^3dk}{e^{k/T}-1}=\frac{1}{2\pi^2}\,\frac{\pi^4T^4}{15}=\frac{\pi^2T^4}{30}.
\]

The average of \(\sin^2\theta\) over directions is \(2/3\), which reduces this to \(\pi^2T^4/45\). Since \(\mathcal L_2=-\delta\Omega\),

\[
\mathcal L_2=\frac{22\alpha^2}{45m^4}\,\frac{\pi^2T^4}{45}\,B^2=\frac{22\pi^2\alpha^2}{2025}\,\frac{T^4}{m^4}\,B^2 .
\]

As a diagram, this is an electron loop with four photon vertices. Two attach to the background, and the other two are joined by the thermal photon line, which closes the second loop. The field slows all photons except those travelling along it and lowers the free energy of the photon gas, so the photon gas makes the vacuum slightly paramagnetic.

### Why the power is four

If the photon entered through its potential, the thermal sum would be \(\int d^3k\,n_B/\omega\propto T^2\). Gauge invariance makes it enter through its field strength, once when it is absorbed and once when it is re-emitted. Each field strength brings a factor \(\omega\), and \(\int d^3k\,n_B\,\omega^2/\omega\propto T^4\).

One might expect derivative corrections to add a term in \(T^6B^2/m^6\). For this diagram they do not. Let \(f\) and \(f'\) be the field tensors of the absorbed and re-emitted photon, with common momentum \(k\) and polarizations \(\epsilon,\epsilon'\). The background \(F\) is constant, so extra derivatives produce only extra factors of \(k\). Such a factor gives zero when contracted with another \(k\), because \(k^2=0\), or with \(f\) or \(f'\), because the waves are transverse. It must therefore form \(u^\mu=F^{\mu\nu}k_\nu\). With two factors of \(F\) available, the candidates are

\[
u^2\,f_{\mu\nu}f'^{\mu\nu}\quad\text{and}\quad u_\mu f^{\mu\lambda}f'_\lambda{}^{\nu}u_\nu .
\]

The first vanishes because \(f_{\mu\nu}f'^{\mu\nu}\) contains only \(k^2\) and products such as \(k\cdot\epsilon\). In the second, \(f^{\mu\lambda}f'_\lambda{}^\nu=-k^\mu k^\nu\,\epsilon\cdot\epsilon'\), and \(u\cdot k=F^{\mu\nu}k_\mu k_\nu=0\) by antisymmetry. Parity makes dual tensors appear in pairs, which reduce to the same contractions. The power series at order \(B^2\) thus stops at \(T^4\). Higher orders in \(B\) are not covered by this argument.

The remaining thermal two-loop contributions contain at least one thermal electron line, so they carry \(e^{-m/T}\) as well as the extra \(\alpha\).

## How large the terms are

Take the round values \(T=0.02m\) and \(eB=0.001m^2\). They correspond to 10.2 keV, or \(1.19\times10^8\) K, and to \(4.41\times10^6\) tesla. Here \(eB/(mT)=0.05\), so the weak-field forms apply. With \(1/\alpha=137.036\), \(B^2=(0.001)^2m^4/4\pi\alpha=1.09\times10^{-5}m^4\).

For the electron loop,

\[
\mathcal L_1\approx(1.549\times10^{-3})(1.0905\times10^{-5})(0.1772)(1.929\times10^{-22})\,m^4
\approx5.77\times10^{-31}m^4 .
\]

The factors are \(2\alpha/3\pi\), \(B^2/m^4\), \(\sqrt{\pi T/2m}\) and \(e^{-50}\). The Bessel sum gives \(5.76\times10^{-31}m^4\).

For the photon term, \(c_1+c_2=2.603\times10^{-5}m^{-4}\) and \((T/m)^4=1.6\times10^{-7}\), so

\[
\mathcal L_2=(2.603\times10^{-5})(1.0905\times10^{-5})\frac{\pi^2}{45}(1.6\times10^{-7})\,m^4
=9.96\times10^{-18}m^4 .
\]

The ratio \(\mathcal L_2/\mathcal L_1\) is \(1.7\times10^{13}\). The response itself is still minute: the magnetization \(\partial\mathcal L_2/\partial B=2\mathcal L_2/B\) is \(1.8\times10^{-12}B\).

The same formulas at other temperatures give:

| \(T/m\) | \(\mathcal L_1/B^2\) | \(\mathcal L_2/B^2\) | \(\mathcal L_2/\mathcal L_1\) |
|---:|---:|---:|---:|
| 0.02 | \(5.3\times10^{-26}\) | \(9.1\times10^{-13}\) | \(1.7\times10^{13}\) |
| 0.04 | \(5.4\times10^{-15}\) | \(1.5\times10^{-11}\) | \(2.7\times10^{3}\) |
| 0.06 | \(2.7\times10^{-11}\) | \(7.4\times10^{-11}\) | 2.7 |
| 0.08 | \(2.0\times10^{-9}\) | \(2.3\times10^{-10}\) | 0.12 |
| 0.10 | \(2.8\times10^{-8}\) | \(5.7\times10^{-10}\) | 0.021 |

Below \(T=m\) the equation \(\mathcal L_1=\mathcal L_2\) has one solution. Numerical root finding gives \(T=0.065m\), which is 33 keV or \(3.9\times10^8\) K. To see why the crossover lies so far below \(m\), put \(t=T/m\), use the low-temperature form of \(\mathcal L_1\), and take the logarithm:

\[
\frac1t\approx\ln\frac1\alpha+4\ln\frac1t+\frac12\ln\frac{\pi t}{2}+\ln\frac{675}{11\pi^3}.
\]

At \(t=0.065\) the right side is \(4.92+10.93-1.14+0.68=15.39\), and \(1/t=15.38\). The exponential must overcome both the coupling and the four powers of \(t\), and the powers account for the larger share.

## What to include in a calculation

At zero chemical potential and well below \(0.065m\), use \(\mathcal L_2\) for the thermal \(B^2\) term and drop the thermal electron loop. Near the crossover, keep both. Above it, up to \(T\approx m\), \(\mathcal L_1\) leads, but adding \(\mathcal L_2\) does not complete the two-loop order, because the omitted thermal-electron terms of relative order \(\alpha\) can be as large as \(\mathcal L_2\). The two formulas cross again near \(T=4m\), but the omitted terms are not exponentially small there, so that crossing does not show which order dominates.

The vacuum nonlinearity must be compared separately. It is \(c_1B^4/4=2\alpha^2B^4/45m^4\), so

\[
\frac{\mathcal L_2}{c_1B^4/4}=\frac{11\pi^2}{45}\,\frac{T^4}{B^2}.
\]

In the example the vacuum term is \(2.8\times10^{-16}m^4\), and the ratio is 0.035. The two terms are equal when \(B^2/2\) is \(11/6\) of the thermal photon energy density \(\pi^2T^4/15\). In a weaker field the thermal term is the larger.

A plasma with an excess of electrons needs another check. A chemical potential \(\mu\) multiplies the Boltzmann factors of electrons and positrons by \(e^{\mu/T}\) and \(e^{-\mu/T}\). As long as \(m-|\mu|\gg T\), the leading one-loop term becomes \(\mathcal L_1\cosh(\mu/T)\). In the example it catches up with \(\mathcal L_2\) when \(\cosh(\mu/T)=1.7\times10^{13}\), that is at \(\mu\approx31T\approx0.62m\). Beyond that value the matter electrons control the thermal response, and the two-loop term no longer dominates. This threshold is a low density. For \(\mu\gg T\) and \(T\ll m\) the electron density is \(n\approx2(mT/2\pi)^{3/2}e^{(\mu-m)/T}\), so the one-loop term is \(ne^2B^2/(12m^2T)\). It equals \(\mathcal L_2\) at \(n\approx(22\pi\alpha/675)\,T^5/m^2\). That is about \(4\times10^{19}\) cm\(^{-3}\) at 10.2 keV, \(4\times10^{14}\) cm\(^{-3}\) at 1 keV and 0.4 cm\(^{-3}\) at 1 eV. Two-loop dominance therefore describes a nearly empty region filled with thermal radiation, not ordinary matter.

The derivation of \(\mathcal L_2\) also assumes \(eB\ll m^2\), \(eBT\ll m^3\) and a uniform background. A static electric field is a different problem, because any thermal charges move to screen it.
